# Equilibrium shape of a faceted crystal on a flat substrate

A metal particle grown from vapour on an oxide and then annealed shows flat facets. Suppose its adhesion to the oxide is to be read from its profile. For a liquid drop one would measure the contact angle $\theta$ and use $W=\gamma(1+\cos\theta)$, with $W$ the adhesion energy and $\gamma$ the surface energy. For a faceted crystal this fails. If a face-centred cubic particle rests on a (100) facet and overhanging {111} facets meet the substrate, the angle measured through the metal is $125.3^\circ$, because the lattice fixes it. With $\gamma=1.4$ J/m² the drop formula then returns $0.59$ J/m² whatever the true adhesion is. The information sits in the height at which the substrate cuts the crystal, and the theorem below says where that is.

## Setting and statement

The substrate fills $z<0$ and is flat, rigid and inert. The crystal $K$ has volume $V$, lies in $z\ge 0$, and touches the substrate over an area $A_c$. A free surface with outward unit normal $\mathbf n$ costs $\gamma(\mathbf n)>0$ per area. Three energies belong to the contact:

- $\gamma_B=\gamma(-\hat{\mathbf z})$, the energy of the crystal's bottom facet when free;
- $\gamma_{\rm sub}$, the energy of bare substrate;
- $\gamma_{\rm int}$, the energy of the bonded interface.

Adhesion energy is the work per area needed to separate the bonded interface into two free surfaces, $W=\gamma_B+\gamma_{\rm sub}-\gamma_{\rm int}$. Making contact creates interface and removes bare substrate, so it costs, per area,

$$\gamma^*=\gamma_{\rm int}-\gamma_{\rm sub}=\gamma_B-W .$$

Apart from the constant energy of the whole substrate before any of it is covered, the energy to be minimised is

$$F(K)=\int_{\rm free}\gamma(\mathbf n)\,dA+(\gamma_B-W)A_c .$$

The free Wulff shape is $S_0=\{\mathbf x:\mathbf x\cdot\mathbf n\le\gamma(\mathbf n)\text{ for all }\mathbf n\}$, and the origin is its Wulff centre. I assume that $S_0$ is a polyhedron whose facet $i$ lies at distance $\gamma_i=\gamma(\mathbf n_i)$, and that a bottom facet (energy $\gamma_B$) and a top facet (normal $+\hat{\mathbf z}$, energy $\gamma_{\rm top}$) are among its facets. Lengths in $S_0$ carry the unit of surface energy. Define the truncated shape

$$S=\{\mathbf x\in S_0:\ -z\le\gamma_B-W\}.$$

**Theorem.** Let $0<W<\gamma_B+\gamma_{\rm top}$. Among bodies of volume $V$ in $z\ge0$, $F$ attains its minimum at $\lambda S$, moved vertically so that its base lies on the substrate, where $\lambda=(V/|S|)^{1/3}$ and $|S|$ is the volume of $S$. The free facets then lie at distances $h_i=\lambda\gamma_i$ from the Wulff centre, and the contact plane at the signed distance

$$d_c=\lambda(\gamma_B-W).$$

The minimum energy is $F_{\min}=3V^{2/3}|S|^{1/3}=3V/\lambda$.

The sign convention is that $d_c>0$ when the centre lies above the contact plane, inside the crystal, and $d_c<0$ when it lies below. The theorem does not claim that the minimiser is unique; a sideways shift, for one, costs nothing.

The competitors $K$ are polyhedra with finitely many faces of any orientation. They may be nonconvex, overhanging or in several pieces. Lemma 2 below extends to piecewise smooth bodies by approximating them with polyhedra whose normals converge, since the integrand there is continuous.

## Lemma 1: replacing the surface energy

Let $h_S(\mathbf n)=\max_{\mathbf x\in S}\mathbf x\cdot\mathbf n$ be the support function of $S$. Then $F(K)\ge\int_{\partial K}h_S(\mathbf n)\,dA$.

*Proof.* Every $\mathbf x\in S$ lies in $S_0$, so $\mathbf x\cdot\mathbf n\le\gamma(\mathbf n)$ and hence $h_S(\mathbf n)\le\gamma(\mathbf n)$. This covers the free surface, including downward faces that hang above the substrate. For the contact, the cutting plane is $z=-\gamma^*=W-\gamma_B$. The condition on $W$ gives $-\gamma_B<W-\gamma_B<\gamma_{\rm top}$, so the plane passes between the bottom and top facets of $S_0$ and cuts its interior. It therefore touches $S$, and $h_S(-\hat{\mathbf z})=\gamma^*$. On the contact the two integrands are equal. ∎

## Lemma 2: a lower bound for every body

For every $K$ as above,

$$\int_{\partial K}h_S(\mathbf n)\,dA\ \ge\ 3|K|^{2/3}|S|^{1/3}.$$

*Proof.* The claim is unchanged if $K$ and $S$ are rotated together, so choose axes $x_1,x_2,x_3$ such that no face of $K$ is parallel to any of them. Slices of $K$ then vary continuously. Let $A_K(x_1)$ be the area of the slice of $K$ at $x_1$, and $\ell_K(x_1,x_2)$ the length of the line in $K$ at $(x_1,x_2)$; define $A_S$ and $\ell_S$ likewise.

Build a map $T:K\to S$ one coordinate at a time. Choose $T_1(x_1)$ so that the fraction of $S$ below $T_1$ equals the fraction of $K$ below $x_1$. Within the matched slices choose $T_2(x_1,x_2)$ so that the area fractions agree, and within the matched lines choose $T_3(x_1,x_2,x_3)$ so that the length fractions agree. Differentiating the three conditions gives

$$\frac{A_K}{|K|}=\frac{A_S}{|S|}\,\partial_1T_1,\qquad
\frac{\ell_K}{A_K}=\frac{\ell_S}{A_S}\,\partial_2T_2,\qquad
\frac{1}{\ell_K}=\frac{1}{\ell_S}\,\partial_3T_3 .$$

All three derivatives are positive. Solving for them and multiplying, the areas and lengths cancel:

$$\partial_1T_1\,\partial_2T_2\,\partial_3T_3=\frac{A_K|S|}{A_S|K|}\cdot\frac{\ell_KA_S}{\ell_SA_K}\cdot\frac{\ell_S}{\ell_K}=\frac{|S|}{|K|}.$$

The arithmetic mean of three positive numbers is at least their geometric mean, so

$$\operatorname{div}T=\partial_1T_1+\partial_2T_2+\partial_3T_3\ \ge\ 3\left(\frac{|S|}{|K|}\right)^{1/3}.$$

Now integrate $\partial_iT_i$ over $K$ along lines parallel to $x_i$. On each such line $T_i$ is continuous and increasing, so every stretch inside $K$ contributes $T_i$ at the exit minus $T_i$ at the entry. A surface element $dA$ covers $|n_i|\,dA$ of the cross-section, with $n_i>0$ at exits and $n_i<0$ at entries. Hence $\int_K\partial_iT_i\,dV=\int_{\partial K}T_in_i\,dA$. Summing over $i$, and using $T\cdot\mathbf n\le h_S(\mathbf n)$ because $T$ is a point of $S$,

$$\int_{\partial K}h_S\,dA\ \ge\int_{\partial K}T\cdot\mathbf n\,dA=\int_K\operatorname{div}T\,dV\ \ge\ 3|K|\left(\frac{|S|}{|K|}\right)^{1/3},$$

and the last expression is $3|K|^{2/3}|S|^{1/3}$. ∎

The proof nowhere needs the origin to lie in $S$, so $\gamma^*$ may be negative.

The chain can be followed on a unit cube with all free faces at $1.6$ J/m² and $\gamma^*=0.5$ J/m², the first example below. Its energy per unit face area is $5(1.6)+0.5=8.5$ J/m². With $T$ built by height first and then along the cube's horizontal edges, the mean of $\operatorname{div}T$ is $7.659$ (the coarse 30-point grid in the program gives $7.596$, because it undersamples the steep ends of the map), and the floor $3|S|^{1/3}$ is $6.950$. The three numbers stand in the order the proof requires.

## Proof of the theorem

The lemmas give $F(K)\ge3V^{2/3}|S|^{1/3}$ for every competitor. It remains to show that $\lambda S$ reaches this value. Let $a_i$ be the free facet areas of $S$ and $a_c$ its base area. Since $\operatorname{div}\mathbf x=3$, and $\mathbf x\cdot\mathbf n$ is constant on each face, equal to $\gamma_i$ on a free facet and $\gamma^*$ on the base,

$$3|S|=\int_{\partial S}\mathbf x\cdot\mathbf n\,dA=\sum_i\gamma_ia_i+\gamma^*a_c .$$

The right side is the energy of $S$ when its base is the contact. Scaling lengths by $\lambda$ multiplies areas by $\lambda^2$, so $F(\lambda S)=3\lambda^2|S|$. With $\lambda^3|S|=V$ this equals $3V^{2/3}|S|^{1/3}$, and also $3V/\lambda$. The base of $\lambda S$ is at $z=-\lambda\gamma^*$; raising the body by $\lambda\gamma^*$ puts the base on the substrate and the centre at $z=\lambda\gamma^*=d_c$. ∎

**Remark: height and adhesion.** The height is the top distance plus the contact distance,

$$H=\lambda(\gamma_{\rm top}+\gamma_B-W).$$

If top and bottom facets are equivalent, the top lies at $h_{\rm top}=\lambda\gamma_B$, and dividing $d_c$ by it removes $\lambda$:

$$W=\gamma_B\left(1-\frac{d_c}{h_{\rm top}}\right).$$

The shape thus fixes the ratio $W/\gamma_B$, provided it also shows where the Wulff centre lies, as it does when side facets equivalent to the top survive. If only the top and one family of sloping facets remain, the ratio of their surface energies must be known as well. An absolute $W$ inherits the relative error of $\gamma_B$.

**Remark: proportionality.** The distance $d_c$ is proportional to $\gamma_B-W$ at fixed $\lambda$. At fixed volume $\lambda$ grows as more of the shape is cut away, so $d_c$ is not linear in $W$.

## Corollary: one chemical potential on all facets

Describe the crystal by its plane distances $h_i$, the contact included, with $\gamma^*$ as its energy. Moving plane $j$ outward sweeps a thin slab, so $\partial V/\partial h_j=A_j$. Equality of mixed second derivatives of $V$ gives $\partial A_i/\partial h_j=\partial A_j/\partial h_i$. Areas scale as length squared, so $\sum_ih_i\,\partial A_j/\partial h_i=2A_j$. At the equilibrium shape every $\gamma_i=h_i/\lambda$, and therefore

$$\frac{\partial F}{\partial h_j}=\sum_i\gamma_i\frac{\partial A_i}{\partial h_j}
=\frac1\lambda\sum_ih_i\frac{\partial A_j}{\partial h_i}=\frac{2}{\lambda}A_j=\frac2\lambda\frac{\partial V}{\partial h_j}.$$

Adding a small volume costs, to first order, $2/\lambda$ per unit volume on whichever facet it is placed. (Moving the contact plane means adding material at the base and lifting the body.) An atom of volume $\Omega$ has a chemical potential $2\Omega/\lambda$ above that of the bulk crystal. An ideal monatomic vapour in balance with the particle therefore has its pressure raised by the factor $\exp(2\Omega/\lambda k_BT)$ over that of the bulk.

## Limits of validity

*No adhesion, $W\le0$.* Now $\gamma^*\ge\gamma_B$, so $F(K)\ge\int_{\partial K}h_{S_0}dA$, and Lemma 2 with $S_0$ in place of $S$ gives $F\ge3V^{2/3}|S_0|^{1/3}$. The free Wulff crystal, not bonded to the substrate, reaches this bound.

*Near spreading.* Let $t=\gamma_B+\gamma_{\rm top}-W$ be small and positive. Then $S$ is a thin plate of thickness $t$ and area close to that of the top facet of $S_0$, $a_{\rm top}$. So $|S|\approx a_{\rm top}t$, and

$$H=\lambda t\approx\left(\frac{Vt^2}{a_{\rm top}}\right)^{1/3}\to0,$$

while $d_c\approx-\lambda\gamma_{\rm top}\to-\infty$. At $t=0$ the truncated shape has no thickness.

*Beyond spreading, $W>\gamma_B+\gamma_{\rm top}$.* A square sheet of thickness $s$ has area $V/s$ and side $\sqrt{V/s}$. With side walls of energy $\gamma_w$,

$$F=(\gamma_{\rm top}+\gamma_B-W)\frac Vs+4\gamma_w\sqrt{Vs}\ \to-\infty\quad(s\to0).$$

There is no minimiser in this continuum model; something it leaves out, such as the discreteness of atoms, long-range forces or the finite size of the substrate, must end the thinning.

## Example: a metal particle of 500 nm³

Take {100} and {111} facets with $\gamma_{100}=1.6$ and $\gamma_{111}=1.4$ J/m², (100) contact, and $W=1.1$ J/m². Then $\gamma^*=0.5$ J/m².

To find $|S|$, slice at height $z$ from the centre. The {111} planes give $|x|+|y|\le c$ with $c=\sqrt3\gamma_{111}-|z|$, a tilted square of area $2c^2$. Where $c>\gamma_{100}$, the {100} side planes cut off four corners, each a triangle of height $c-\gamma_{100}$ and base $2(c-\gamma_{100})$. Hence

$$a(z)=2c^2-4\max(c-\gamma_{100},0)^2,\qquad |S|=\int_{-\gamma^*}^{\gamma_{100}}a(z)\,dz .$$

With $b=\sqrt3\gamma_{111}=2.425$ and $b-\gamma_{100}=0.825$, the first term integrates to $\frac23[2b^3-0.825^3-1.925^3]=13.88$ and the second to $\frac43[2(0.825)^3-0.325^3]=1.45$. So $|S|=12.43$ (J/m²)³, and

$$\lambda=\left(\frac{500}{12.43}\right)^{1/3}=3.426\ \text{nm per J/m}^2 .$$

The contact plane lies $3.426\times0.5=1.71$ nm below the centre, the top facet $5.48$ nm above it, and the height is $7.20$ nm. The energy is $3V/\lambda=2733$ eV ($4.38\times10^{-16}$ J), which is $0.905$ of that of the free crystal of equal volume.

Raising $W$ to $2.0$ J/m² at the same volume and surface energies gives $\gamma^*=-0.4$ J/m², $|S|=5.058$ (J/m²)³ and $\lambda=4.624$ nm per J/m². Now $d_c=-1.85$ nm: the centre lies below the contact plane, and the crystal is $5.55$ nm high and $14.8$ nm wide. The overhanging {111} facets have gone, since they belong to the part of $S_0$ below its centre.

A numerical minimisation that treated the plane distances as independent (14 planes in the first case; 10 in the second, without the lower {111}) tests the law. The centre was located from the free facets alone. The contact distances came out as $1.713$ and $-1.849$ nm, in agreement with the theorem.

At $W=1.6$ J/m² the centre lies in the contact plane and half the Wulff shape remains, $6.25$ nm high. At $W=3.0$ J/m² the computed height is $2.27$ nm. The thin-plate estimate, with $t=0.2$ and $a_{\rm top}=2(0.825)^2=1.36$, gives $2.45$ nm, 8% above the computed height; the plate widens towards its base, which the estimate ignores.

For $\Omega=0.0148$ nm³ the chemical potential excess at $W=1.1$ J/m² is $0.054$ eV, and at 900 K the vapour pressure is $2.0$ times that of the bulk. At $W=2.0$ J/m² the factor is $1.7$. At equal volume, atoms are therefore driven from weakly to strongly bonded particles.

## Beside a real system

The first set of values is meant to lie in the rough regime of palladium on magnesium oxide, with surface energies of one to two J/m² and adhesion near one; the second adhesion is a stronger case, not assigned to that pair. The following shifts use rough inputs and refer to the $7.20$ nm height.

- A contact-line energy of $0.3$ eV/nm raises it by $0.02$ nm.
- Surface energies lowered by $0.09$ J/m² on heating to 900 K, with $W$ held fixed, reduce it by $0.10$ nm.
- Atomic layers are $0.195$ nm apart, so rounding to whole layers can move it by $0.10$ nm. If all of that falls on the contact distance, with $h_{\rm top}$ unchanged, it changes the inferred $W$ by $1.6\times0.10/5.48\approx0.03$ J/m², about 3% of $W$.

Strain is the assumption to watch. A uniform strain $\varepsilon$ in both in-plane directions, with no stress normal to the substrate, stores $M\varepsilon^2$ per volume, where $M$ is the biaxial modulus, taken here as $200$ GPa. This is a deliberately high value: the room-temperature elastic constants of palladium give about $130$ GPa for a (100) plane. If it fills the whole particle the energy is $M\varepsilon^2V$; relaxation away from the interface can only lower this. A residual strain of 0.5% therefore stores at most $16$ eV, against an adhesion gain $WA_c$ of $563$ eV. With lattice constants rounded to $0.39$ and $0.42$ nm, a fully coherent interface would need 7.7% strain, for which the same formula gives $3700$ eV, or about $2400$ eV with $M=130$ GPa. The misfit is sensitive to this rounding: $0.389$ and $0.421$ nm give about 8.2% and energies some 15% higher. These are linear extrapolations far beyond small strain; the stretched metal softens, so they may be too high by a factor of two or more. At fixed volume $M\varepsilon^2V$ is the same for every shape, so this bulk energy would not move the contact plane if the strain were perfectly uniform. It affects the shape through relaxation, which lets a tall particle shed more of it than a flat one. Strain also changes the surface energies and slightly tilts the {111} facets, effects not estimated here. Relaxation may remove most of the stored energy, but an upper bound comparable with the minimum energy $F_{\min}=2733$ eV, contact term included, gives no ground for neglecting strain at a coherent interface. The theorem is a reasonable approximation for such a pair if interface defects have relaxed the misfit to a small residual strain, with $W$ the adhesion of that relaxed interface. It also requires annealing long enough for atoms to move between facets; a particle deposited cold may keep a shape set by growth rates. Adsorbed gas changes the surface energies too, by an amount not estimated here. The remaining figures are in the numerical output.

## Table of computed values

```
inputs: G100 1.6 J/m2, G111 1.4 J/m2, volume 500 nm3
free crystal: unit volume 16.7660 (J/m2)^3, energy 3019.0 eV
case W = 1.1 J/m2: contact energy 0.50 J/m2
  unit volume 12.4313 (J/m2)^3, scale 3.4262 nm/(J/m2)
  distances from centre: (100) 5.482 nm, (111) 4.797 nm
  contact plane signed distance 1.713 nm
  blind minimisation: scale 3.4262 nm/(J/m2), contact distance 1.713 nm
  W read back from blind shape 1.100 J/m2
  height 7.195 nm, width 10.964 nm, contact area 82.03 nm2
  energy 2732.5 eV, over free crystal 0.9051
  2/scale 0.5837 GPa, per atom 0.0540 eV, pressure ratio 2.01
case W = 2.0 J/m2: contact energy -0.40 J/m2
  unit volume 5.0584 (J/m2)^3, scale 4.6237 nm/(J/m2)
  distances from centre: (100) 7.398 nm, (111) 6.473 nm
  contact plane signed distance -1.849 nm
  blind minimisation: scale 4.6237 nm/(J/m2), contact distance -1.849 nm
  W read back from blind shape 2.000 J/m2
  height 5.548 nm, width 14.796 nm, contact area 159.87 nm2
  energy 2024.9 eV, over free crystal 0.6707
  2/scale 0.4326 GPa, per atom 0.0400 eV, pressure ratio 1.68
atom volume 0.01483 nm3, anneal at 900 K
at fixed volume: W (J/m2), contact distance (nm), height (nm)
  0.0    4.962    9.923
  0.5    3.495    8.578
  1.0    2.020    7.406
  1.6    0.000    6.251
  2.4   -4.687    4.687
  3.0  -15.866    2.267
work per volume on unit facets: largest departure from 2 is 3.7e-08
lowest competitor energy over bound: blocks 1.2005, convex 1.0142
cube map (J/m2): floor 6.950, mean divergence 7.596, cube energy 8.500
spreading limit W = 3.2 J/m2
neglected effects, W = 1.1 J/m2 (rough inputs):
  contact-line energy 0.3 eV/nm: height +0.019 nm
  surface energies lower by 0.090 J/m2 when hot (1.5e-04 J/m2/K): height -0.096 nm
  layer spacing 0.195 nm, height in layers 36.9
  adhesion gain W*area 563.2 eV; biaxial modulus 200 GPa
  residual strain 0.50 %: at most 15.6 eV
  coherent strain 7.69 %: at most 3693.2 eV
```
